\section*{Freeze-out in a compensated semiconductor and its Arrhenius slope}

\section*{First half: the density of band electrons}

An n-type semiconductor contains $N_D$ donors and $N_A$ acceptors per unit volume, with $N_A<N_D$. On cooling, electrons leave the conduction band and settle on donors, a process called freeze-out. The acceptors matter although they give no electrons to the band: each one takes an electron from a donor and leaves that donor ionized even at the lowest temperature. The problem is to find the density $n$ of band electrons and the slope of $\ln n$ plotted against inverse temperature.

Energies are measured from the bottom of the conduction band, so a bound electron has energy $-E_d$, with $E_d>0$ the donor binding energy. The chemical potential is $\mu$, and $\beta=1/kT$. The donors are independent of one another and all alike. This excludes concentrations at which donor states overlap into an impurity band, or at which screening changes $E_d$ appreciably. It also neglects the shifts of the donor levels in the fields of nearby charged donors and acceptors. In a real compensated sample these shifts matter once they are comparable with $kT$, and they can then alter the low-temperature results below. Their scale is $e^2/(4\pi\varepsilon r_D)$, with $\varepsilon$ the permittivity and $r_D=(4\pi N_D/3)^{-1/3}$. For $N_D=10^{16}$ cm$^{-3}$ and a relative permittivity of 16.5, the hydrogenic value for the examples below, it is 3 meV, equal to $kT$ near 35 K. Below that temperature the chemical potential and the prefactor of the low-temperature law are modified, markedly so when the compensation is strong. Energies are given in meV and densities in cm$^{-3}$.

\subsection*{(a) Electrons in the band}

\emph{The band is parabolic with mass $m$. Express $n$ through $\mu$ when the electron gas is dilute, and find the size of the first correction.}

\paragraph{Solution.} With both spin directions counted, the density of states per unit volume is
\begin{equation}
D(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{E},\qquad E>0 .
\end{equation}
Each state is filled with the Fermi probability. Setting $x=\beta E$ and $\eta=\beta\mu$ gives
\begin{equation}
n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt{x}\,dx}{e^{x-\eta}+1}.
\end{equation}
The factor $(kT)^{3/2}$ comes from $\sqrt{E}\,dE=(kT)^{3/2}\sqrt{x}\,dx$. In a dilute gas $\mu$ lies several $kT$ below the band edge, so $e^{\eta}\ll1$ and the Fermi function can be expanded:
\begin{equation}
\frac{1}{e^{x-\eta}+1}=e^{\eta-x}-e^{2(\eta-x)}+\dots
\end{equation}
The integrals needed are
\begin{equation}
\int_0^\infty\sqrt{x}\,e^{-x}dx=\frac{\sqrt{\pi}}{2},\qquad
\int_0^\infty\sqrt{x}\,e^{-2x}dx=\frac{1}{2^{3/2}}\frac{\sqrt{\pi}}{2},
\end{equation}
where the second follows from the first by the substitution $x\to x/2$. The common prefactor is
\begin{equation}
N_c=\frac{1}{2\pi^2}\frac{\sqrt{\pi}}{2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
The two forms agree because both equal $(2mkT/\hbar^2)^{3/2}/(4\pi^{3/2})$. Hence
\begin{equation}
n=N_c\left(e^{\beta\mu}-\frac{e^{2\beta\mu}}{2^{3/2}}+\dots\right)\simeq N_c\,e^{\beta\mu}.
\end{equation}
The quantity $N_c$ is the effective density of states of the band. At given $\mu$, the first neglected term is smaller than the retained one by the factor $e^{\beta\mu}/2^{3/2}\simeq n/(2.8N_c)$. The Boltzmann form therefore requires $n\ll N_c$.

If the band has several equivalent minima, their densities of states add and $N_c$ is multiplied by their number. The slope formulas below use only the proportionality $N_c\propto T^{3/2}$, which this does not change. The numerical examples assume a single minimum.

\subsection*{(b) Ionized donors}

\emph{A donor can be empty or can hold one electron of either spin. Two electrons on one donor are excluded by their repulsion. Find the density $N_D^+$ of ionized donors as a function of $n$.}

\paragraph{Solution.} A donor exchanges electrons with the band, so a state with $N$ electrons and energy $E$ has the grand-canonical weight $e^{-\beta(E-\mu N)}$. The empty state has weight 1. Each of the two occupied states has $N=1$, $E=-E_d$ and weight $e^{\beta(E_d+\mu)}$. With $g=2$ for the number of occupied states, the probability that the donor is empty, and so carries a positive charge, is
\begin{equation}
\frac{N_D^+}{N_D}=\frac{1}{1+g\,e^{\beta(\mu+E_d)}}.
\end{equation}
The result of part (a), $e^{\beta\mu}=n/N_c$, removes the chemical potential:
\begin{equation}
g\,e^{\beta(\mu+E_d)}=\frac{g\,n}{N_c}e^{\beta E_d}=\frac{n}{n_1},
\qquad n_1\equiv\frac{N_c}{g}\,e^{-\beta E_d},
\end{equation}
so that
\begin{equation}
N_D^+=\frac{N_D}{1+n/n_1}.
\end{equation}

The density $n_1$ depends on temperature but not on the doping. It is the electron density at which half of the donors are ionized. All the thermal activation of the problem is contained in it.

Excited bound states have been left out. A state with binding energy $E_j<E_d$ and degeneracy $g_j$ would add the weight $g_j e^{\beta(\mu+E_j)}$. Compared with the ground-state term this is $(g_j/g)e^{-\beta(E_d-E_j)}$, which vanishes on cooling. If this ratio is not small, because the state lies within a few $kT$ of the ground state or is highly degenerate, $g$ must be replaced by a temperature-dependent sum, and the slopes found below change accordingly. In the example of part (j), hydrogenic shells up to principal quantum number 4 would lower the slope by about 0.1 meV at 60 K and by about 1 meV at 100 K.

\subsection*{(c) Charge neutrality}

\emph{Write the condition of neutrality, state when holes and neutral acceptors may be ignored, and solve for $n$.}

\paragraph{Solution.} The negative charges are the band electrons and the filled acceptors, and the positive charges are the ionized donors and the holes:
\begin{equation}
n+N_A^-=N_D^++p .
\end{equation}
In the freeze-out range $\mu$ stays in the neighbourhood of the donor level or between it and the band. For a gap $E_g$ the hole density contains the factor $e^{-\beta(E_g+\mu)}$, and the fraction of neutral acceptors is similarly suppressed by the distance from $\mu$ down to the acceptor level. When both distances are many times $kT$, $p$ can be dropped and $N_A^-=N_A$. This assumption fails at temperatures high enough for electrons excited across the gap to compete with the doping.

With part (b), neutrality becomes
\begin{equation}
n+N_A=\frac{N_D\,n_1}{n_1+n}.
\end{equation}
Multiplying by $n_1+n$ gives
\begin{equation}
n(n+N_A)+n_1n+n_1N_A=N_Dn_1 .
\end{equation}
The terms with $n_1$ are collected on the right. With $M\equiv N_D-N_A$, the net donor density,
\begin{equation}
n(n+N_A)=n_1(M-n)
\quad\Longleftrightarrow\quad
\frac{n(n+N_A)}{M-n}=n_1 .
\end{equation}
This is a law of mass action for the reaction in which a neutral donor becomes an ionized donor and a band electron. The factor $n+N_A$ is the density of ionized donors, and $M-n=N_D-(n+N_A)$ is the density of neutral ones.

As a quadratic equation it reads
\begin{equation}
n^2+(N_A+n_1)\,n-n_1M=0 .
\end{equation}
The product of its roots is $-n_1M<0$, so exactly one root is positive:
\begin{equation}
n=\frac{-(N_A+n_1)+\sqrt{(N_A+n_1)^2+4n_1M}}{2}.
\end{equation}
With acceptors present, this is at low temperature a small difference of two nearly equal terms. Multiplying numerator and denominator by the sum of the square root and $N_A+n_1$ turns the numerator into $4n_1M$, and
\begin{equation}
n=\frac{2Mn_1}{N_A+n_1+\sqrt{(N_A+n_1)^2+4Mn_1}} .
\end{equation}
This is the freeze-out density with compensation, within the model stated.

\subsection*{(d) The three limiting laws}

\emph{Find simple forms of $n$ at high, intermediate and low temperature. For each, state the range of $n$ in which it holds.}

\paragraph{Solution.} On heating, $n_1$ grows, because both $N_c$ and $e^{-\beta E_d}$ grow. The left side of the mass-action law increases with $n$ for $0<n<M$, so $n$ grows as well. The limits can therefore be taken in order of $n$.

First let $n_1\gg N_D$. The mass-action law gives $M-n=n(n+N_A)/n_1$. Since $n<M$ and $n+N_A<N_D$, the right side is below $MN_D/n_1\ll M$. Hence
\begin{equation}
n\simeq M .
\end{equation}
Nearly all the donors are ionized and $n$ has saturated at the net doping.

Next let $N_A\ll n\ll N_D$. On the left $n+N_A\simeq n$. On the right $M-n\simeq N_D$, because both $N_A$ and $n$ are small compared with $N_D$. Then
\begin{equation}
n\simeq\sqrt{n_1N_D}=\sqrt{\frac{N_cN_D}{g}}\;e^{-\beta E_d/2}.
\end{equation}
The exponent contains half the binding energy. This range exists only if there is room between $N_A$ and $N_D$, that is, if the compensation ratio $K\equiv N_A/N_D$ is much smaller than 1.

Finally let $n\ll N_A$ and $n\ll M$. Now $n+N_A\simeq N_A$ and $M-n\simeq M$, so
\begin{equation}
n\simeq\frac{M}{N_A}\,n_1=\frac{M}{gN_A}\,N_c\,e^{-\beta E_d}.
\end{equation}
The exponent contains the full binding energy. Since $n\to0$ as $T\to0$, this law is reached for every $N_A>0$, however small, if the cooling goes far enough. For $N_A=0$ it is never reached, and the square-root law continues down to $T=0$.

The mass-action law explains the two exponents. Ionization produces two things, a band electron and an ionized donor, and the product of their densities is $n_1$ times the density of neutral donors, which is nearly constant well below saturation. When nearly all ionized donors come from thermal excitation, the two densities are equal and $n^2\propto n_1$. When the acceptors have already fixed the density of ionized donors at $N_A$, the other factor must carry the whole temperature dependence and $n\propto n_1$.

The prefactors carry information too. If $N_c$ and $g$ are known, the low-temperature law yields $M/N_A$, while saturation yields $M$. Together they give $N_A$ and $N_D$ separately.

\subsection*{(e) The chemical potential}

\emph{Find $\mu$ at low temperature with and without acceptors. Evaluate it at 15 K for $E_d=50$ meV, $N_D=10^{16}$ cm$^{-3}$, $m$ equal to the free-electron mass, and either $N_A=10^{12}$ cm$^{-3}$ or $N_A=0$.}

\paragraph{Solution.} From part (b), the ratio of neutral to ionized donors is
\begin{equation}
\frac{M-n}{N_A+n}=g\,e^{\beta(\mu+E_d)} .
\end{equation}
With acceptors present and $n\ll N_A,M$, the left side tends to $M/N_A$. Taking the logarithm,
\begin{equation}
\mu\simeq-E_d+kT\ln\frac{M}{gN_A}.
\end{equation}
As $T\to0$ the chemical potential goes to the donor level. It must do so because that level stays partly filled: a fraction $K$ of the donors remains empty even in the limit $T\to0$.

Without acceptors, $n=N_ce^{\beta\mu}$ is combined with the square-root law:
\begin{equation}
e^{\beta\mu}=\sqrt{\frac{N_D}{gN_c}}\,e^{-\beta E_d/2},
\qquad
\mu\simeq-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c}.
\end{equation}
Here $\mu$ tends to the middle between the donor level and the band edge. In both cases the activation energy of $n=N_ce^{\beta\mu}$ is the distance from the band edge to the zero-temperature limit of $\mu$.

The numbers are round model parameters and represent no particular material. At 15 K, $kT=1.293$ meV. At 100 K the formula of part (a) gives $N_c=4.83\times10^{18}$ cm$^{-3}$, so at 15 K
\begin{equation}
N_c=4.83\times10^{18}\times(0.15)^{3/2}\simeq2.81\times10^{17}\ \text{cm}^{-3}.
\end{equation}
With $N_A=10^{12}$ cm$^{-3}$, $M/(gN_A)\simeq5.0\times10^3$, whose logarithm is 8.52, and
\begin{equation}
\mu\simeq-50+1.293\times8.52\simeq-39.0\ \text{meV}.
\end{equation}
With $N_A=0$, $N_D/(gN_c)\simeq0.0178$, whose logarithm is $-4.03$, and
\begin{equation}
\mu\simeq-25-0.646\times4.03\simeq-27.6\ \text{meV}.
\end{equation}

Even at 15 K the logarithmic terms are visible, and the first is 11 meV. The difference between the two values of $\mu$ is 11.4 meV, almost nine times $kT$, and it has a large effect on the density. The limiting laws of part (d) give $n\simeq2.2\times10^4$ cm$^{-3}$ with acceptors and $1.5\times10^8$ cm$^{-3}$ without. One acceptor for every ten thousand donors thus lowers the band density by a factor of nearly seven thousand at this temperature. These are densities of band electrons. A current carried by electrons hopping from donor to donor is a separate process, outside this model.

\section*{Second half: the slope and where it changes}

The symbols are those of the first half. There are $N_D$ donors of binding energy $E_d$ and $N_A$ filled acceptors per unit volume, with $M=N_D-N_A$ and $K=N_A/N_D$. The density of band electrons is $n$, and $\beta=1/kT$. Thermal activation enters through $n_1=(N_c/g)e^{-\beta E_d}$, where $g=2$ and $N_c\propto T^{3/2}$ is the effective density of states. Neutrality gave the mass-action law and its positive root,
\begin{equation}
\frac{n(n+N_A)}{M-n}=n_1,\qquad
n=\frac{2Mn_1}{N_A+n_1+\sqrt{(N_A+n_1)^2+4Mn_1}} .
\end{equation}
Its limits are $n\simeq\sqrt{n_1N_D}$ for $N_A\ll n\ll N_D$, and $n\simeq n_1M/N_A$ for $n\ll N_A$ and $n\ll M$.

\subsection*{(f) The local slope}

\emph{Find the slope $A=-d\ln n/d\beta$ at any temperature. Does it equal $E_d$ or $E_d/2$ in the two limits?}

\paragraph{Solution.} The logarithm of the mass-action law is
\begin{equation}
\ln n+\ln(n+N_A)-\ln(M-n)=\ln n_1 .
\end{equation}
Differentiation with respect to $\ln n$, using $d/d\ln n=n\,d/dn$, gives
\begin{equation}
\frac{d\ln n_1}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{M-n}.
\end{equation}
The last term is positive because $-\ln(M-n)$ has the derivative $+1/(M-n)$. The reciprocal is the slope factor
\begin{equation}
s\equiv\frac{d\ln n}{d\ln n_1}
=\left[1+\frac{n}{n+N_A}+\frac{n}{M-n}\right]^{-1}.
\end{equation}
The dependence of $n_1$ on $\beta$ is $\ln n_1=\text{const}-\tfrac32\ln\beta-\beta E_d$, so
\begin{equation}
-\frac{d\ln n_1}{d\beta}=E_d+\frac{3}{2\beta}=E_d+\tfrac32kT .
\end{equation}
The chain rule then yields
\begin{equation}
A=s\left(E_d+\tfrac32kT\right).
\end{equation}

For $N_A>0$ both fractions in $s$ increase with $n$. On heating, $s$ therefore falls steadily from 1 at $n\to0$ to 0 at $n\to M$. For $N_A=0$ the first fraction equals 1 and $s$ starts from $1/2$.

The measured slope is not quite $E_d$ or $E_d/2$, because the number of accessible band states also changes with temperature. This can be removed by plotting $\ln(nT^{-a})$. Since $\ln T^{-a}=a\ln\beta+\text{const}$, the new slope is $A-akT$. Where $s=1$, the choice $a=3/2$ leaves $E_d$. Where $s=1/2$, the choice $a=3/4$ leaves $E_d/2$. A conductivity plot needs a further correction. If the mobility varies as $T^{-q}$, the same argument shows that the slope of the logarithm of the conductivity is $A-qkT$.

\subsection*{(g) The change of slope at weak compensation}

\emph{Let $K\ll1$ and $n\ll N_D$. Show how $s$ passes between its two limiting values, and find the density at the midpoint.}

\paragraph{Solution.} Under these conditions $M-n\simeq N_D$, and the mass-action law becomes $n(n+N_A)=n_1N_D$. With
\begin{equation}
x=\frac{n}{N_A},\qquad y=\frac{n_1N_D}{N_A^2},
\end{equation}
division by $N_A^2$ gives $x^2+x=y$, whose positive root is
\begin{equation}
x=\tfrac12\left(\sqrt{1+4y}-1\right).
\end{equation}
In the slope factor the term $n/(M-n)$ is negligible, and
\begin{equation}
s=\frac{1}{1+x/(x+1)}=\frac{x+1}{2x+1}
=\frac12\left(1+\frac{1}{2x+1}\right)
=\frac12\left(1+\frac{1}{\sqrt{1+4y}}\right).
\end{equation}
In this regime one function of one variable describes the change of slope for all weakly compensated samples.

The midpoint between $s=1/2$ and $s=1$ is $s=3/4$. It requires $\sqrt{1+4y}=2$, so
\begin{equation}
y=\tfrac34,\qquad n=\tfrac12N_A .
\end{equation}
The slope thus changes when the density of thermally excited electrons is comparable with that of the acceptors. On cooling through this range the ionized donors change from mostly thermal to mostly fixed by compensation. The two parts are equal at $n=N_A$, and at the midpoint the thermal part $n/(n+N_A)$ has fallen to one third. The straight-line laws $x=\sqrt{y}$ and $x=y$, extrapolated, meet at $y=1$. There $s=\tfrac12(1+1/\sqrt5)\simeq0.724$, so the visible knee of the plot lies close to the midpoint.

The change is gradual. From $2s-1=1/(2x+1)$, the value $s=0.9$ is found at $x=1/8$, $y=9/64$, and $s=0.6$ at $x=2$, $y=6$. Between them $\ln n_1$ grows by $\ln(128/3)\simeq3.75$. Since $d\ln n_1/d\ln T=E_d/kT+3/2$, the corresponding relative temperature interval is, to first order,
\begin{equation}
\frac{\Delta T}{T}\simeq\frac{3.75}{E_d/kT+3/2}.
\end{equation}

\subsection*{(h) The point $s=3/4$ for any compensation}

\emph{Remove the restriction to small $K$, and find the temperature at which $s=3/4$.}

\paragraph{Solution.} The two fractions in $s$ have the sum
\begin{equation}
\frac{n}{n+N_A}+\frac{n}{M-n}
=\frac{n(M-n)+n(n+N_A)}{(n+N_A)(M-n)}
=\frac{nN_D}{(n+N_A)(M-n)},
\end{equation}
because $M+N_A=N_D$. A given $s$ requires this sum to equal $\varphi=1/s-1$, hence
\begin{equation}
\varphi n^2+\left[N_D-\varphi(M-N_A)\right]n-\varphi N_AM=0 .
\end{equation}
For $s=3/4$, $\varphi=1/3$. Multiplying by 3 and using $3N_D-M+N_A=2(N_D+N_A)$,
\begin{equation}
n^2+2(N_D+N_A)n-N_A(N_D-N_A)=0 .
\end{equation}
Under the root, $(N_D+N_A)^2+N_A(N_D-N_A)=N_D^2+3N_DN_A$, and
\begin{equation}
n=\sqrt{N_D^2+3N_DN_A}-N_D-N_A .
\end{equation}
Expanding the root for small $K$ gives $n/N_A\simeq\tfrac12-\tfrac98K$, in agreement with part (g).

The mass-action law converts this $n$ into $n_1$. Solving the definition of $n_1$ for the exponent gives
\begin{equation}
kT=\frac{E_d}{\ln\left[N_c(T)/(g\,n_1)\right]} .
\end{equation}
Because $N_c$ depends on $T$, the equation is solved numerically by bracketing the root. For weak compensation $n_1\simeq3N_A^2/(4N_D)$, so the argument of the logarithm is $4N_cN_D/(3gN_A^2)$. More acceptors move the change of slope to higher temperature, and deeper donors do the same.

\subsection*{(i) Is there a region of half slope?}

\emph{Find where $s=1/2$, and how fast $s$ varies there. Deduce when a region of half slope can be seen.}

\paragraph{Solution.} For $s=1/2$, $\varphi=1$. The bracket in the quadratic equation is $N_D-M+N_A=2N_A$, so $n^2+2N_An-N_AM=0$ and
\begin{equation}
n=\sqrt{N_A^2+N_AM}-N_A=\sqrt{N_AN_D}-N_A .
\end{equation}
With $r=\sqrt K$, the densities at this point are
\begin{equation}
n=N_Dr(1-r),\qquad n+N_A=N_Dr,\qquad M-n=N_D(1-r).
\end{equation}
The mass-action law then gives $n_1=N_Dr^2=N_A$ for any $K$ between 0 and 1.

Let $f=1/s-1$ be the sum of the two fractions. Its derivative is
\begin{align}
\frac{df}{d\ln n}&=\frac{nN_A}{(n+N_A)^2}+\frac{nM}{(M-n)^2}\\
&=r(1-r)+r(1+r)=2r ,
\end{align}
where $M=N_D(1-r)(1+r)$ was used in the second term. Since $s=1/(1+f)$ and $d\ln n/d\ln n_1=s$,
\begin{equation}
\frac{ds}{d\ln n_1}=s\,\frac{ds}{d\ln n}=-s^3\,\frac{df}{d\ln n}=-\frac{\sqrt K}{4}.
\end{equation}
Every sample with $N_A>0$ passes through $s=1/2$, but it stays near that value only if $\sqrt K\ll1$.

The square-root law shows the same limitation. The derivative of $\ln(n/\sqrt{n_1N_D})$ with respect to $\ln n_1$ is $s-1/2$, positive below this temperature and negative above it. The ratio $n/\sqrt{n_1N_D}$ is therefore largest here, where it equals $1-\sqrt K$. At best, the square-root law exceeds the model's density by a fraction $\sqrt K$ of the square-root value.

As a measure of the half-slope region, take $0.45<s<0.55$. For $K\ll1$ its lower end has $n/(n+N_A)\simeq9/11$, or $n\simeq4.5N_A$. Its upper end has $n/(M-n)\simeq2/9$, or $n\simeq2N_D/11$. The density changes across it by a factor of about $4/(99K)$. This estimate is good to 5 per cent only for $K$ below about $10^{-3}$; at $K=10^{-2}$ it gives 4.0 where the exact factor is 5.9. At such $K$ the quadratic equation of part (h) must be used.

\subsection*{(j) Worked example}

\emph{Take $E_d=50$ meV, $N_D=10^{16}$ cm$^{-3}$ and the free-electron mass. Follow the freeze-out for $K=10^{-4}$, then compare $K=10^{-2}$ and $0.25$.}

\paragraph{Solution.} For $K=10^{-4}$, $N_A=10^{12}$ cm$^{-3}$. At 30 K, $kT=2.585$ meV and $n_1=1.58\times10^9$ cm$^{-3}$, and the formula for $n$ gives $3.51\times10^{12}$ cm$^{-3}$. Then
\begin{equation}
s\simeq\frac{1}{1+3.51/4.51+0.0004}\simeq0.562,\qquad
A\simeq0.562\,(50+3.88)\simeq30.3\ \text{meV}.
\end{equation}
The same steps at other temperatures give:
\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $n_1$ (cm$^{-3}$) & $n$ (cm$^{-3}$) & $s$ & $A$ (meV)\\
\hline
20 & $5.4\times10^{4}$ & $5.4\times10^{8}$ & 0.999 & 52.6\\
25 & $2.5\times10^{7}$ & $2.1\times10^{11}$ & 0.853 & 45.4\\
30 & $1.6\times10^{9}$ & $3.5\times10^{12}$ & 0.562 & 30.3\\
40 & $3.1\times10^{11}$ & $5.5\times10^{13}$ & 0.503 & 27.8\\
50 & $7.8\times10^{12}$ & $2.7\times10^{14}$ & 0.494 & 27.9\\
60 & $7.1\times10^{13}$ & $8.1\times10^{14}$ & 0.479 & 27.7\\
100 & $7.3\times10^{15}$ & $5.6\times10^{15}$ & 0.304 & 19.1
\end{tabular}
\end{center}

At $s=3/4$, part (h) gives $n=5.00\times10^{11}$ and $n_1=7.50\times10^7$ cm$^{-3}$. The numerical solution for the temperature is 26.2 K, where $N_c=6.46\times10^{17}$ cm$^{-3}$. Indeed,
\begin{equation}
kT=\frac{50}{\ln\left[6.46\times10^{17}/(1.50\times10^{8})\right]}
=\frac{50}{22.18}\simeq2.25\ \text{meV}.
\end{equation}
The estimate of part (g) makes the interval from $s=0.9$ to $0.6$ about 16 per cent of this temperature, or 4 K.

Between 40 and 60 K the slope is nearly constant at 27.8 meV. Taken for the binding energy, it would give little more than half the true value. Doubled without the band correction, it would give 55.6 meV, 11 per cent above $E_d$. The small rise of $A$ from 40 to 50 K occurs although $s$ falls: $E_d+\tfrac32kT$ grows by 2.3 per cent while $s$ drops by 1.8 per cent.

The three compensation ratios compare as follows. The last two columns refer to $0.45<s<0.55$, and the decades are those of $n$.
\begin{center}
\begin{tabular}{lcccc}
$K$ & $T$ at $s=\frac34$ & $T$ at $s=\frac12$ & range of $T$ & decades\\
\hline
$10^{-4}$ & 26.2 K & 43.2 K & 30.7--71.0 K & 2.61\\
$10^{-2}$ & 42.3 K & 61.9 K & 53.2--73.8 K & 0.77\\
$0.25$ & 69.8 K & 87.1 K & 83.0--91.5 K & 0.17
\end{tabular}
\end{center}
For $K=10^{-4}$ the half-slope region is long, and the change to full slope is a distinct event near 26 K. For $K=10^{-2}$ the region covers less than one decade. For $K=0.25$ the slope runs from its full value towards saturation and merely crosses one half. The point $s=3/4$ then marks no change between two straight lines.

Numbers in the example were calculated in double precision.
